# Third-Harmonic Polarization of a Rayleigh Loop: verification in Python

```python
# Result under test: a Rayleigh loop driven by E = E0 sin(theta) has a
# third-harmonic polarization of peak amplitude 4 alpha E0^2 / (15 pi).
# chi   : initial slope dP/dE, vacuum permittivity included (F/m)
# alpha : Rayleigh coefficient, virgin curve P = chi E + alpha E^2
# The loop is generated independently by many pinned wall segments.
# A segment with threshold h stays at rest until |E - x| would exceed h.
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0

chi_rel = 1000.0
alpha_rel = 2.0e-4       # alpha / epsilon_0 in m/V
E0 = 1.0e6               # V/m
chi = epsilon_0 * chi_rel
alpha = epsilon_0 * alpha_rel
N = 4096                 # time samples per period
theta = 2 * np.pi * np.arange(N) / N
cell = E0 / 2000
thresholds = (np.arange(3000) + 0.5) * cell


def simulate(amplitude, lowest_threshold=0.0):
    """Return first period (from virgin state) and steady second period."""
    h = thresholds[thresholds > lowest_threshold]
    x = np.zeros_like(h)
    field = amplitude * np.sin(2 * np.pi * np.arange(2 * N) / N)
    pol = np.empty(2 * N)
    for k, e in enumerate(field):
        x = np.maximum(e - h, np.minimum(e + h, x))
        pol[k] = chi * e + 2 * alpha * cell * x.sum()
    return field[:N], pol[:N], pol[N:]


def harmonic(pol, n):
    """Sine and cosine coefficients (peak convention)."""
    s = 2 * np.mean(pol * np.sin(n * theta))
    c = 2 * np.mean(pol * np.cos(n * theta))
    return s, c


E, P_first, P = simulate(E0)
scale = alpha * E0**2
tol = 1e-6 * scale       # threshold grid error is of order 1e-7 * scale

# Virgin curve and steady loop of the wall ensemble
q = N // 4
virgin = chi * E[:q + 1] + alpha * E[:q + 1]**2
assert np.max(np.abs(P_first[:q + 1] - virgin)) < tol
rising = np.cos(theta) > 0
branch = np.where(rising, -1.0, 1.0)
loop = (chi + alpha * E0) * E + branch * alpha / 2 * (E0**2 - E**2)
assert np.max(np.abs(P - loop)) < tol

# Harmonics of the simulated loop against the closed forms
for n in (1, 3, 5, 7, 9):
    s_n, c_n = harmonic(P, n)
    sign = (-1) ** ((n - 1) // 2)
    c_formula = 4 * scale * sign / (np.pi * n * (n**2 - 4))
    s_formula = (chi + alpha * E0) * E0 if n == 1 else 0.0
    assert abs(c_n - c_formula) < tol
    assert abs(s_n - s_formula) < tol
for n in (0, 2, 4, 6):
    assert np.hypot(*harmonic(P, n)) < tol
S1, C1 = harmonic(P, 1)
S3, C3 = harmonic(P, 3)
S5, C5 = harmonic(P, 5)
P3_sim = np.hypot(S3, C3)
P3_formula = 4 * alpha * E0**2 / (15 * np.pi)
assert abs(P3_sim / P3_formula - 1) < 1e-5

# Symbolic Fourier integrals over the two branches
t = sp.symbols('t', real=True)
a, e0, x0 = sp.symbols('a e0 x0', positive=True)
es = e0 * sp.sin(t)
up = (x0 + a * e0) * es - a / 2 * (e0**2 - es**2)
down = (x0 + a * e0) * es + a / 2 * (e0**2 - es**2)


def branch_integral(weight):
    total = 0
    for p, lo, hi in ((up, -sp.pi / 2, sp.pi / 2),
                      (down, sp.pi / 2, 3 * sp.pi / 2)):
        f = sp.expand((p * weight).rewrite(sp.exp))
        total += sp.integrate(f, (t, lo, hi))
    return sp.simplify(total / sp.pi)


C3_exact = branch_integral(sp.cos(3 * t))
S3_exact = branch_integral(sp.sin(3 * t))
assert sp.simplify(C3_exact + 4 * a * e0**2 / (15 * sp.pi)) == 0
assert sp.simplify(S3_exact) == 0

# Loss per cycle from the loop area and from the fundamental
E_next, P_next = np.roll(E, -1), np.roll(P, -1)
loss = np.sum((E + E_next) / 2 * (P_next - P))
assert abs(loss / (4 * alpha * E0**3 / 3) - 1) < 1e-5
assert abs(loss / (-np.pi * E0 * C1) - 1) < 1e-5

# Quadratic field dependence
P_half = simulate(E0 / 2)[2]
P3_half = np.hypot(*harmonic(P_half, 3))
assert abs(P3_sim / P3_half - 4) < 1e-4

# A reversible cubic term adds in quadrature
beta_rel = 1.0e-10       # beta / epsilon_0 in m^2/V^2
beta = epsilon_0 * beta_rel
S3_cub, C3_cub = harmonic(P + beta * E**3, 3)
P3_cub = np.hypot(S3_cub, C3_cub)
assert abs(S3_cub + beta * E0**3 / 4) < tol
assert abs(C3_cub - C3) < tol
assert abs(P3_cub - np.hypot(P3_formula, beta * E0**3 / 4)) < tol

# Without weak pins the threshold density is not uniform: formula fails
P_gap = simulate(E0, lowest_threshold=E0 / 2)[2]
S3_gap, C3_gap = harmonic(P_gap, 3)
ratio_gap = np.hypot(S3_gap, C3_gap) / P3_formula
assert abs(ratio_gap - 1) > 0.1
assert abs(S3_gap) > 0.1 * P3_formula

# Changing the time origin to E = E0 cos(theta) keeps the magnitude
S3_shift, C3_shift = harmonic(np.roll(P, -q), 3)
assert abs(np.hypot(S3_shift, C3_shift) - P3_sim) < tol
assert abs(S3_shift + P3_formula) < tol

P_rem = P[N // 2]        # field falls through zero here
assert abs(P_rem - scale / 2) < tol
print(f"initial relative susceptibility: {chi_rel:.0f}")
print(f"alpha/epsilon_0: {alpha_rel:.1e} m/V")
print(f"epsilon_0: {epsilon_0:.5e} F/m")
print(f"alpha: {alpha:.5e} C/V^2")
print(f"field amplitude E0: {E0:.2e} V/m")
print(f"alpha E0^2: {scale:.4e} C/m^2")
print(f"tip polarization: {P[q]:.4e} C/m^2")
print(f"remanent polarization: {P_rem:.4e} C/m^2")
print(f"first harmonic, sine part: {S1:.4e} C/m^2")
print(f"first harmonic, cosine part: {C1:.4e} C/m^2")
print(f"third harmonic, cosine part: {C3:.4e} C/m^2")
print(f"fifth harmonic, cosine part: {C5:.4e} C/m^2")
print(f"third harmonic magnitude, simulated: {P3_sim:.4e} C/m^2")
print(f"third harmonic magnitude, formula: {P3_formula:.4e} C/m^2")
print(f"same, converted: {P3_formula * 100:.4e} microC/cm^2")
print(f"prefactor 4/(15 pi): {4 / (15 * np.pi):.5f}")
print(f"third harmonic / remanent polarization: {P3_sim / P_rem:.4f}")
print(f"third / first cosine part: {C3 / C1:.4f}")
print(f"loss per cycle: {loss:.4e} J/m^3")
print(f"third harmonic magnitude at E0/2: {P3_half:.4e} C/m^2")
print(f"beta/epsilon_0 of cubic term: {beta_rel:.1e} m^2/V^2")
print(f"with cubic term, sine part: {S3_cub:.4e} C/m^2")
print(f"with cubic term, cosine part: {C3_cub:.4e} C/m^2")
print(f"with cubic term, magnitude: {P3_cub:.4e} C/m^2")
print(f"no pins below E0/2, magnitude / formula: {ratio_gap:.4f}")
print(f"no pins below E0/2, sine part: {S3_gap:.4e} C/m^2")
print(f"no pins below E0/2, cosine part: {C3_gap:.4e} C/m^2")
print("tests ok")
```

Output:

```
initial relative susceptibility: 1000
alpha/epsilon_0: 2.0e-04 m/V
epsilon_0: 8.85419e-12 F/m
alpha: 1.77084e-15 C/V^2
field amplitude E0: 1.00e+06 V/m
alpha E0^2: 1.7708e-03 C/m^2
tip polarization: 1.0625e-02 C/m^2
remanent polarization: 8.8542e-04 C/m^2
first harmonic, sine part: 1.0625e-02 C/m^2
first harmonic, cosine part: -7.5157e-04 C/m^2
third harmonic, cosine part: -1.5031e-04 C/m^2
fifth harmonic, cosine part: 2.1473e-05 C/m^2
third harmonic magnitude, simulated: 1.5031e-04 C/m^2
third harmonic magnitude, formula: 1.5031e-04 C/m^2
same, converted: 1.5031e-02 microC/cm^2
prefactor 4/(15 pi): 0.08488
third harmonic / remanent polarization: 0.1698
third / first cosine part: 0.2000
loss per cycle: 2.3611e+03 J/m^3
third harmonic magnitude at E0/2: 3.7578e-05 C/m^2
beta/epsilon_0 of cubic term: 1.0e-10 m^2/V^2
with cubic term, sine part: -2.2135e-04 C/m^2
with cubic term, cosine part: -1.5031e-04 C/m^2
with cubic term, magnitude: 2.6757e-04 C/m^2
no pins below E0/2, magnitude / formula: 0.7071
no pins below E0/2, sine part: -7.5157e-05 C/m^2
no pins below E0/2, cosine part: -7.5157e-05 C/m^2
tests ok
```
